Force and displacement of a localized fold in a floating sheet

A thin sheet lies on a deep liquid, and its ends are pushed together. The sheet bends instead of shortening, and the deformation can gather into one fold. This problem finds the force that holds such a fold, and the range in which the answer applies.

The sheet is infinitely long, inextensible, weightless and uniform across its width. It has bending modulus B per unit width and stays in contact with a liquid of specific weight K = ρg. Friction, surface tension and contact between parts of the sheet are left out. Lengths are measured in λ = (B/K)^(1/4), forces per width in √(BK), and energies per width in λ√(BK). The problem is classical, so the dimensionless equations are the same in atomic units.

Let s be arclength, φ(s) the angle of the tangent above the horizontal, and y(s) the height above the undisturbed level. A prime means d/ds. Then x' = cos φ and y' = sin φ, and the end displacement is

Δ = ∫ (1 − cos φ) ds.

Integrals without limits run over the whole sheet. P is the horizontal force per width, positive in compression. "Localized" means that φ, its derivatives and y vanish at both ends.

**(a) Derive the equilibrium equations, and reduce them to one equation for φ.**

The bending energy is ½∫φ'² ds. Displacing liquid costs ½∫y² dx = ½∫y² cos φ ds. The sign of dx keeps this expression valid where the sheet overhangs, because the parts that are not displaced liquid cancel. The load does work PΔ. A multiplier Q(s) imposes y' = sin φ, so the integral of

L = ½φ'² + ½y² cos φ − P(1 − cos φ) + Q(y' − sin φ)

must be stationary. Varying y and φ gives

Q' = y cos φ,
M ≡ φ'' + (½y² + P) sin φ + Q cos φ = 0.

In the far field M = 0 forces Q → 0. Since L does not contain s explicitly, φ'∂L/∂φ' + y'∂L/∂y' − L is constant, and the far field sets the constant to zero:

H ≡ ½φ'² − ½y² cos φ + P(1 − cos φ) + Q sin φ = 0.

Now differentiate M. The terms yy' sin φ + Q' cos φ add up to y(sin²φ + cos²φ) = y, so

M' = φ''' + y + φ'[(½y² + P) cos φ − Q sin φ] = 0.

By H = 0 the bracket equals ½φ'² + P. Hence

φ''' + ½φ'³ + Pφ' + y = 0.  (1)

One more derivative, with y' = sin φ, removes the height:

φ'''' + (3/2 φ'² + P)φ'' + sin φ = 0.  (2)

Differentiation can admit false solutions, so the converse is needed. Suppose that a localized profile obeys (1) and y' = sin φ, and define Q as the integral of y cos φ from −∞ to s. Inserting (1) into M' gives M' = −φ'H. Also

H' = φ'φ'' − y sin φ cos φ + (½y² + P)φ' sin φ + Q' sin φ + Qφ' cos φ = φ'M,

because Q' sin φ cancels the second term. Therefore (M² + H²)' = 0. Both quantities vanish at −∞, so both vanish everywhere, and the profile is a true equilibrium.

**(b) How does a localized deformation decay?**

Far away φ is small, and (2) becomes φ'''' + Pφ'' + φ = 0. Inserting e^(rs) gives

r⁴ + Pr² + 1 = 0,  r² = −P/2 ± i√(1 − P²/4).

For −2 < P < 2 write r = ±κ ± ik with k, κ > 0. The real part of r² gives k² − κ² = P/2. The modulus of r² is 1, so k² + κ² = 1. Thus

k = ½√(2 + P),  κ = ½√(2 − P).

The deformation oscillates with wave number k inside an envelope that decays at rate κ. As P approaches 2 from below, κ → 0 and k → 1: the envelope widens without limit, and the wavelength tends to 2πλ. This matches the threshold of uniform small wrinkles. For φ proportional to cos qs the linear equation requires P = q² + 1/q², whose minimum is 2, at q = 1.

**(c) Show that the following profile is an equilibrium, for any constant phase α:**

φ = 4 arctan(G/F),  F = k cosh κs,  G = κ sin(ks + α).

Let D = F² + G². Two properties of F and G carry the proof. First, F'' = κ²F and G'' = −k²G. Second,

FF'' + GG'' = k²κ²[cosh²κs − sin²(ks + α)],
F'² + G'² = k²κ²[sinh²κs + cos²(ks + α)].

The right sides are equal because cosh² − sinh² = 1 = sin² + cos², so

F'² + G'² = FF'' + GG'' = κ²F² − k²G².  (3)

*The height.* The candidate is

y = −4(FG)'/D = −4(G'F + F'G)/D,

which vanishes far away. Its derivative is −4[(FG)''D − (FG)'D']/D², where

(FG)'' = (κ² − k²)FG + 2F'G',
(FG)'D' = 2(F'G + FG')(FF' + GG') = 2FG(F'² + G'²) + 2F'G'D.

The terms in F'G'D cancel. With (3) the numerator becomes

FG[(κ² − k²)(F² + G²) − 2κ²F² + 2k²G²] = −(k² + κ²)FG(F² − G²).

Since k² + κ² = 1, y' = 4FG(F² − G²)/D². On the other side, φ/2 = 2 arctan(G/F), so

sin(φ/2) = 2FG/D,  cos(φ/2) = (F² − G²)/D.

Twice their product is sin φ, which equals y'. The candidate is the height.

*The force equation.* Put f = F + iG and let a bar denote complex conjugation, so D = f f̄. Define a = f'/f, b = f''/f and c = f'''/f. Since φ is four times the argument of f,

φ' = (2/i)(a − ā) = 4(G'F − F'G)/D.

From a' = b − a² one finds a'' = c − 3ab + 2a³. Because 1/i³ = −1/i,

½φ'³ = (2/i)[−2(a − ā)³] = (2/i)[−2a³ + 6a²ā − 6aā² + 2ā³].

In the sum with φ''' = (2/i)(a'' − ā'') the pure cubes cancel:

φ''' + ½φ'³ = (2/i)[c − c̄ − 3ab + 3āb̄ + 6aā(a − ā)].

Equation (3) says that b + b̄ = 2aā. The last term is therefore 3(b + b̄)(a − ā), and the bracket reduces to c − c̄ + 3(ab̄ − āb). This is 2i times the imaginary part of c + 3ab̄, so

φ''' + ½φ'³ = 4[G'''F − F'''G + 3(G'F'' − F'G'')]/D.

With F''' = κ²F' and G''' = −k²G' this is

(4/D)[(3κ² − k²)G'F + (3k² − κ²)F'G].

Now add Pφ' and y, using P = 2(k² − κ²). The coefficients are

of G'F:  3κ² − k² + 2k² − 2κ² − 1 = k² + κ² − 1 = 0,
of F'G:  3k² − κ² − 2k² + 2κ² − 1 = k² + κ² − 1 = 0.

Equation (1) holds, and by the converse in (a) so do all the force balances.

For α = 0 the fold is mirror-symmetric and points down, with y(0) = −4κ and φ'(0) = 4κ. For α = π it points up. For α = π/2 the profile is antisymmetric in height.

**(d) Find the force as a function of the end displacement.**

From sin(φ/2) = 2FG/D,

1 − cos φ = 2 sin²(φ/2) = 8F²G²/D².

This is the derivative of W = 4N/D, with N = FF' − GG'. To see it, use F'² = κ²F² − k²κ² and G'² = k²κ² − k²G², which follow from the definitions of F and G. Then

N' = F'² − G'² + FF'' − GG'' = 2(κ²F² + k²G² − k²κ²),
ND' = 2(F²F'² − G²G'²) = 2(κ²F⁴ + k²G⁴ − k²κ²D).

In N'D − ND' the fourth powers and the terms in k²κ²D cancel. What remains is 2(k² + κ²)F²G² = 2F²G², so W' = 8F²G²/D², as stated.

For s → ±∞ the ratio G/F vanishes and F'/F → ±κ. Hence W → ±4κ, and

Δ = 4κ − (−4κ) = 8κ = 4√(2 − P).

Squaring gives Δ² = 16(2 − P), or

P = 2 − Δ²/16.

The phase α has dropped out: symmetric, antisymmetric and intermediate folds need the same force at the same Δ. In physical units, with end displacement d,

force per width = √(BK)[2 − d²/(16λ²)].

**(e) Could another localized shape have a different force?**

For −2 < P < 2 it could not. Near s = −∞ a localized solution must follow the two growing exponentials e^(κs ± iks), so it has one free amplitude and one free phase. The nonlinear terms in (2) are cubic and start at order e^(3κs). Successive substitution then fixes every correction from the leading term, so amplitude and phase determine the solution. The fold, shifted by s₀, starts as

φ ≈ 8(κ/k) e^(κ(s − s₀)) sin[k(s − s₀) + α].

The choice of s₀ supplies any amplitude, and α supplies any phase. Every localized solution in this range of P is therefore a shifted member of the family, and the law in (d) covers them all.

**(f) Find the energy. What does the falling force imply?**

With the symbols of (c), (ln D)'' = b + b̄ − a² − ā² = −(a − ā)², while φ'² = −4(a − ā)². Therefore φ'² = 4(ln D)''. Since D'/D → ±2κ,

bending energy = ½∫φ'² ds = ½ · 4 · 4κ = 8κ = Δ.

For the total energy E, note that E − PΔ is stationary at equilibrium. A small step along the family thus gives dE = P dΔ. With E(0) = 0,

E = 2Δ − Δ³/48,

and the liquid holds the remainder, Δ − Δ³/48.

Compare this with uniform wrinkles that share the same Δ over a very long sheet. Their amplitude tends to zero, the force stays at its threshold value 2, and their energy tends to 2Δ. At equal Δ the fold is lower by Δ³/48. The difference is small for small Δ, where the fold is itself a broad wrinkle packet of envelope width 1/κ = 8/Δ.

The force falls as the ends approach: dP/dΔ = −Δ/8. Under a constant load P₀ the energy E − P₀Δ has second derivative −Δ/8 along the family, so equilibrium is a maximum there. A dead load cannot hold the fold stably; the end displacement has to be controlled. Stability against all other disturbances at fixed Δ is not settled by this argument.

**(g) Where does self-contact end the validity of the law?**

The equations know nothing of contact and would let the sheet pass through itself. For α = 0 the right half has the position

x(s) = s − 4(FF' − GG')/D,  s > 0,

and the left half is its mirror image. The halves touch when the smallest x(s) away from the centre reaches zero. Solving this condition by numerical root finding gives

Δ = 5.600,  P = 0.040.

For α = π/2 there is no mirror line. Here the curve was divided into short segments, and Δ was raised from 4 until two segments that are not neighbours crossed; bisection then refined the value. The result is Δ = 6.571, P = −0.699.

The force vanishes at Δ = 4√2 ≈ 5.657. The symmetric fold touches itself just before this point, still under slight compression. The antisymmetric fold passes it, and its ends must then be pulled outward to stop them from drawing together. Beyond contact, the touching parts exert forces on each other that are absent from (a), and the law no longer applies.

**(h) Apply the result to a silicon strip 10⁴ nm thick and 3.0×10⁸ nm long on water, with its ends brought together by 2.000×10⁷ nm.**

Take a (001) strip bent along [110], with a symmetric downward fold. Rough elastic constants are C₁₁ = 170, C₁₂ = 64 and C₄₄ = 80 GPa. There is no strain across the width and no stress on the faces, so the effective modulus is

(C₁₁ + C₁₂)/2 + C₄₄ − C₁₂²/C₁₁ = 117 + 80 − 24.1 = 172.9 GPa.

The last term comes from the free change of thickness. The digits below belong to these rough constants: a 1% change in the modulus moves the final force by about 0.7%. Multiplying by thickness³/12 gives B = 8.993×10¹³ eV. With water of density 1000 kg/m³,

λ = (B/K)^(1/4) = 6.191×10⁶ nm,
√(BK) = B/λ² = 2.346 eV/nm².

The dimensionless displacement and force follow:

Δ = 2.000×10⁷/6.191×10⁶ = 3.230,
P = 2 − 3.230²/16 = 1.348.

The compressive force per width is 1.348 × 2.346 = 3.16 eV/nm², or 0.0316 eV/Å², at an end displacement of 2.000×10⁸ Å. The fold depth is 4κλ = Δλ/2, half the end displacement: 1.0×10⁷ nm. The energy per width is

(2Δ − Δ³/48) λ√(BK) = 5.758 × 6.191×10⁶ × 2.346 = 8.36×10⁷ eV/nm.

Symmetric self-contact would come at 5.600λ = 3.47×10⁷ nm, so the example lies well inside the valid range. At the fold centre the surface strain is half the thickness times the curvature 4κ/λ, which is 1.3×10⁻³. The stress there is about 0.23 GPa. Silicon is brittle, and whether a strip survives depends on its flaws, which the model omits.

Silicon can be thinned to roughly this thickness, but the floating strip is an illustration and not a standard device. The largest correction sized here is surface tension. If free water meets the two ends, it pulls them outward with roughly 0.44 eV/nm², or 14% of the sheet force. The external push must then be about 3.6 eV/nm², while the compression in the sheet stays at 3.16 eV/nm². Crystal direction matters nearly as much: at the same thickness and end displacement, bending along [100] lowers the force by 12%, to 2.78 eV/nm².

The sheet's weight is a smaller effect. Let w = 3.71×10⁻³ be the weight per area of silicon, of density 2300 kg/m³, divided by Kλ. The flat sheet sinks by w (23 µm, more than its thickness, so water must be kept from running over its edges even when it is flat). With y measured from that new level, the terms linear in w are w∫y ds − w∫y dx = w∫y(1 − cos φ) ds. Evaluating this integral by quadrature and differentiating numerically with respect to Δ shifts P by −0.006 for the downward fold. An upward fold has the opposite sign of y, and so the opposite shift. The water presses on the lower face, half a thickness from the mid-surface. This replaces w by w − thickness/(2λ) = 2.9×10⁻³ and reduces the size of the shift to 0.005.

Two other idealizations, inextensibility and infinite length, cost less, provided that the ends are clamped, level and at the water line. Compression shortens the strip by 4.4×10⁻⁶ of the imposed displacement. The finite length L enters through the tail of the fold at the ends. For a centred fold, the far-field form in (e) gives the squared amplitude of φ there as (8κ/k)² e^(−κL/λ) ≈ 4×10⁻⁸, which is negligible. How the ends are held is essential, however. At an end that can move freely up and down, the moment and the vertical force vanish. The linear equation then has a solution that decays away from that end when P = r₁r₂ = κ² + k² = 1, where r₁ and r₂ are the two decaying roots from (b). Such an end can buckle by itself at a force below the 1.348 needed here. A hinge at the water level is not enough either. The α = π/2 profile has y = 0 and φ' = 0 at its centre, so half of it fits a hinged end. That half takes up Δ = 4κ, which gives P = 2 − Δ²/4 and energy 2Δ − Δ³/12, below the 2Δ − Δ³/48 of the centred fold. In the example the energies are 3.65 and 5.758, if the hinge can turn through the 215° required. A clamped end, with y = 0 and φ = 0, excludes this half fold. Leakage sets another practical condition: the fold is about 10 mm deep, several times the capillary length of water, so the long edges must be sealed to keep water from running into it. The water must also be deeper than the fold.

All numerical values are calculated from the stated model.
